# Elastic chemical potential at a stressed surface, with its first slope correction

## The result

Consider a solid with a traction-free surface, under a uniaxial stress \(\sigma\) parallel to that surface. If the surface has a shallow ripple \(h=a\cos kx\) along the stress direction, the elastic part of the chemical potential of a surface atom is

\[
\mu_{\rm el}=\Omega\left[\frac{\sigma^2}{2E}-\frac{2(1-\nu^2)\sigma^2}{E}\,ka\cos kx+\dots\right].
\]

Here \(\Omega\) is the atomic volume, \(E\) Young's modulus and \(\nu\) Poisson's ratio. The omitted terms are of second order in the slope \(ka\). The first term is the value for a flat surface. With \(\Omega=0.02\ \mathrm{nm^3}\), \(\sigma=1\) GPa and \(E=100\) GPa it is

\[
\mu_{\rm el}^{(0)}=0.62\ \mathrm{meV}=1.0\times10^{-22}\ \mathrm{J}\quad\text{per atom}.
\]

This is about 2.4% of \(k_BT\) at 300 K. The second term is smaller still when \(ka\) is small, yet it is the one that moves atoms along the surface, because a uniform chemical potential drives no surface flux.

The solid is taken as isotropic and linearly elastic, with small strains. Tension is positive. Atoms are added coherently, so that new material continues the strained lattice below it. The unstressed flat solid is the zero of chemical potential, and the surface energy \(\gamma\) per area is constant.

## Leading order: the flat surface

**Energy density.** Load a bar slowly from zero stress. At strain \(\varepsilon\) the stress is \(E\varepsilon\), so the work stored per volume is

\[
w=\int_0^{\sigma/E}E\varepsilon\,d\varepsilon=\frac{E}{2}\left(\frac{\sigma}{E}\right)^2=\frac{\sigma^2}{2E}.
\]

The factor one half appears because the stress grows from zero during loading.

**Adding an atom to a free side.** Let the bar have length \(L\) and cross-section \(A\). Adding material to its side increases \(A\). First hold the ends fixed, so that the strain \(\varepsilon\) cannot change. The energy is \(U=\tfrac12E\varepsilon^2AL\), and

\[
\frac{1}{L}\frac{dU}{dA}=\frac12E\varepsilon^2=w .
\]

Now hold the load \(P\) fixed instead. The elongation is \(PL/(EA)\). The stored energy is half the load times the elongation, and the potential energy of the load falls by the load times its full displacement. Measuring the position of the load from the fixed end gives

\[
\Pi=\frac{P^2L}{2EA}-P\left(L+\frac{PL}{EA}\right)=-\frac{P^2L}{2EA}-PL .
\]

Differentiating with respect to \(A\), and using \(\sigma=P/A\),

\[
\frac1L\frac{d\Pi}{dA}=\frac{P^2}{2EA^2}=\frac{\sigma^2}{2E}=w .
\]

Both loading conditions give the same positive cost. One atom adds the volume \(\Omega\), hence \(\mu_{\rm el}=\Omega w\).

The same holds locally on a surface of any smooth shape. The total potential energy is a minimum with respect to the displacement field. When the shape changes slightly, the readjustment of that field therefore changes the energy only at second order. What remains at first order is the energy of the added layer. Its strain continues that of the surface, and no external force acts on it, so

\[
\delta\Pi=\int w\,\delta h\,dx
\]

per unit length along the ripple crests. The density \(w\) is evaluated at the surface.

**Why the term \(\sigma\Omega\) is absent.** The product \(\sigma\Omega\) is 125 meV in the example, two hundred times larger than \(\Omega w\). It appears when material is inserted across a loaded section, which lengthens the bar and moves the load. From the same potential energy, at fixed \(P\) and \(A\),

\[
\frac1A\frac{d\Pi}{dL}=-\frac{P^2}{2EA^2}-\frac PA=-(w+\sigma).
\]

The energy per inserted atom is then \(-\Omega(\sigma+w)\). This applies to an interface that carries a normal load. At a free side the normal traction is zero, and the term linear in stress drops out. The remaining term is quadratic, so in linear elasticity tension and compression of equal size give the same result.

**The number.** The strain is \(\sigma/E=1/100=1\%\), and

\[
w=\frac{(1\ \mathrm{GPa})^2}{2\times100\ \mathrm{GPa}}=0.005\ \mathrm{GPa}=5\ \mathrm{MJ/m^3}.
\]

Since \(1\ \mathrm{GPa\,nm^3}=10^{-18}\) J,

\[
\Omega w=0.02\times0.005\times10^{-18}\ \mathrm J=1.0\times10^{-22}\ \mathrm J=0.62\ \mathrm{meV}.
\]

**A film stressed in two directions.** A film held by its substrate can have equal stress in both in-plane directions. Each in-plane strain is then \((\sigma-\nu\sigma)/E\), and each direction contributes half of stress times strain:

\[
w_{\rm bi}=2\times\frac12\,\sigma\,\frac{(1-\nu)\sigma}{E}=\frac{(1-\nu)\sigma^2}{E}.
\]

The ratio to the uniaxial value is \(2(1-\nu)\). For \(\nu=0.25\) this is 1.5, and the energy becomes 0.94 meV per atom. The estimate of 0.6 meV thus refers to uniaxial stress; the biaxial case has the same order of magnitude.

## First correction: a shallow ripple

Let the solid fill the region \(y<h(x)\), with \(h=a\cos kx\) and \(ka\ll1\). It is much deeper than \(1/k\), and nothing varies along \(z\), the direction of the crests.

**Boundary conditions.** The surface normal is proportional to \((-h',1)\). Zero traction means

\[
-h'\sigma_{xx}+\sigma_{xy}=0,\qquad -h'\sigma_{xy}+\sigma_{yy}=0 .
\]

At zeroth order \(\sigma_{xx}=\sigma\), while \(\sigma_{xy}\) and \(\sigma_{yy}\) vanish. At first order in \(ka\) the conditions may be applied at \(y=0\):

\[
\sigma_{xy}^{(1)}=\sigma h'=-\sigma ka\sin kx,\qquad \sigma_{yy}^{(1)}=0 .
\]

**Stress field.** Write the first-order stresses through a function \(\phi\),

\[
\sigma_{xx}^{(1)}=\phi_{yy},\qquad \sigma_{yy}^{(1)}=\phi_{xx},\qquad \sigma_{xy}^{(1)}=-\phi_{xy},
\]

which satisfies force balance identically. Compatibility of the strains requires \(\nabla^2\nabla^2\phi=0\). The boundary values contain only \(\sin kx\) in the shear stress, so a function proportional to \(\cos kx\) is sufficient. The solutions of this form that decay into the solid are

\[
\phi=(C+By)e^{ky}\cos kx .
\]

At \(y=0\), \(\sigma_{yy}^{(1)}=-k^2C\cos kx\), so \(C=0\). The shear stress is then

\[
\sigma_{xy}^{(1)}=kB(1+ky)e^{ky}\sin kx .
\]

At \(y=0\) it must equal \(-\sigma ka\sin kx\), which gives \(B=-\sigma a\). Two derivatives with respect to \(y\) yield

\[
\sigma_{xx}^{(1)}=B(2k+k^2y)e^{ky}\cos kx\ \longrightarrow\ -2\sigma ka\cos kx\quad(y=0).
\]

Tilting the tangent changes the tangential stress only at second order, so along the surface

\[
\sigma_t=\sigma(1-2ka\cos kx).
\]

Crests carry less stress than the flat surface, because material standing above the mean level is partly unloaded. Valleys carry more.

**Energy density.** With zero normal stress, the surface energy density is

\[
w=\frac{1}{2E}\left(\sigma_x^2+\sigma_z^2-2\nu\sigma_x\sigma_z\right).
\]

The ripple does not change the strain along \(z\), so \(\delta\sigma_z=\nu\,\delta\sigma_x\). Therefore

\[
\delta w=\frac{\delta\sigma_x}{E}\left[(\sigma_x-\nu\sigma_z)+\nu(\sigma_z-\nu\sigma_x)\right]
=\frac{(1-\nu^2)\sigma_x\,\delta\sigma_x}{E}.
\]

The terms in \(\sigma_z\) cancel. The correction is consequently the same for uniaxial and for equal biaxial prestress. Inserting \(\delta\sigma_x=-2\sigma ka\cos kx\) gives

\[
\delta w=-\frac{2(1-\nu^2)\sigma^2}{E}\,ka\cos kx ,
\]

which is the correction stated at the start.

**Size and range.** Relative to the uniaxial flat value, the amplitude of the correction is \(4(1-\nu^2)ka\), or \(3.75\,ka\) for \(\nu=0.25\). At \(ka=0.03\) this is 11%, or \(0.11\times0.62\approx0.07\) meV. The correction is small beside the uniaxial flat term only if \(3.75\,ka\ll1\). At \(ka=0.27\) the two terms would cancel at a crest, and the omitted higher-order terms then decide the value there.

A finite-element calculation with biaxial prestress, \(\nu=0.25\), \(ka=0.03\) and depth \(3\pi/k\) gives a stress factor of 1.995 in place of 2. Most of this gap is mesh error: the converged value at this amplitude is about 1.998, and the remainder is of higher order in \(ka\). A second calculation at \(ka=0.30\) tests the relation \(\mu_{\rm el}=\Omega w\) without expanding in slope. There the derivative of the total elastic energy with respect to amplitude agrees with the surface average of \(w\cos kx\) to within 0.1%.

## Competition with surface energy

Adding material to a convex surface also increases its area. This contributes \(\Omega\gamma\kappa\), where the curvature \(\kappa\) is positive at a crest. For a cylindrical ridge of radius \(R\), \(\kappa=1/R\). It equals the flat elastic term when

\[
\frac{\gamma}{R}=w,\qquad R=\frac{\gamma}{w}=\frac{1\ \mathrm{GPa\,nm}}{0.005\ \mathrm{GPa}}=200\ \mathrm{nm},
\]

for \(\gamma=1\ \mathrm{J/m^2}=1\ \mathrm{GPa\,nm}\). On a surface whose radius of curvature is hundreds of nanometres, the flat elastic term is therefore not small beside the capillary term. The comparison with \(k_BT\) does not reveal this. Being uniform, however, the flat term drives no flux. Whether a ripple grows depends on the parts that vary along the surface.

For the ripple, \(\kappa\approx-h''=k^2a\cos kx\). The varying part of the total chemical potential is

\[
\delta\mu=\Omega a\cos kx\left[\gamma k^2-\frac{2(1-\nu^2)\sigma^2}{E}k\right].
\]

If the bracket is positive, crests have the higher chemical potential and atoms leave them: the ripple decays. If it is negative, atoms move from valleys to crests and the ripple grows. The bracket vanishes at

\[
k_c=\frac{2(1-\nu^2)\sigma^2}{E\gamma},\qquad
\lambda_c=\frac{2\pi}{k_c}=\frac{\pi E\gamma}{(1-\nu^2)\sigma^2}.
\]

Longer waves grow, because the capillary term falls as \(k^2\) and the elastic term only as \(k\). For the round parameters,

\[
\lambda_c=\frac{\pi\times100\times1}{0.9375\times1^2}\ \mathrm{nm}\approx335\ \mathrm{nm}.
\]

The energy leads to the same threshold. Its derivative with respect to \(a\), per projected area, is the average of \((\delta\mu/\Omega)\cos kx\). Since \(\cos^2kx\) averages to one half, integration over \(a\) gives

\[
\Delta F=\frac{\gamma k^2a^2}{4}-\frac{(1-\nu^2)\sigma^2ka^2}{2E}.
\]

In the finite-element calculation at \(ka=0.03\), the elastic part is 0.997 times this formula; the converged ratio is about 0.999.

**Which wave grows fastest.** Suppose atoms move by surface diffusion with a constant mobility \(m>0\), without deposition or evaporation. The flux of atoms is \(J=-m\,\partial_x\mu\), and conservation gives \(\partial_th=-\Omega\,\partial_xJ=\Omega m\,\partial_x^2\mu\). Two derivatives of the cosine supply \(-k^2\), so

\[
\frac{\dot a}{a}=-\Omega^2mk^2\left(\gamma k^2-\gamma k_ck\right)=\Omega^2m\gamma\,k^3(k_c-k).
\]

The maximum follows from \(3k^2k_c-4k^3=0\), hence \(k=\tfrac34k_c\) and \(\lambda=\tfrac43\lambda_c\approx447\) nm. The mobility sets how fast this happens; a negative bracket alone does not imply visible growth at room temperature.

## A second limit: a thin film on a rigid substrate

The deep-solid result assumes that material can relax to a depth of order \(1/k\). Consider instead a film of thickness \(d\) with \(kd\ll1\) and \(a\ll d\), bonded to a rigid base. The shear stress \(\sigma h'\) required at the surface is then nearly uniform through the film. With shear modulus \(G=E/[2(1+\nu)]\), the surface displacement and the change of strain are

\[
u_x=\frac{\sigma h'd}{G},\qquad \delta\varepsilon_{xx}=\frac{\sigma d}{G}h''.
\]

The strain along \(z\) is fixed and the initial normal stress is zero, so \(\delta w=\sigma\,\delta\varepsilon_{xx}\). Adding the capillary part,

\[
\delta\mu=-\Omega h''\left(\gamma-\frac{\sigma^2d}{G}\right).
\]

Both terms now scale as \(k^2\). At this order in \(kd\), stress lowers the effective surface stiffness without selecting a wavelength, and long waves are stable if \(d<\gamma G/\sigma^2\). For a thicker film the higher-order terms in \(kd\) supply a cutoff and a fastest wave. The criterion holds only for a perfectly rigid base. On a substrate with finite modulus \(E_s\) and Poisson ratio \(\nu_s\), waves with \(kd\to0\) relax into the substrate, and the drive tends to \(2(1-\nu_s^2)\sigma^2k/E_s\). Sufficiently long waves are then unstable at any thickness. Relative to the deep solid at the same \(k\), stress and amplitude, the elastic drive is

\[
\frac{\sigma^2dk^2/G}{2(1-\nu^2)\sigma^2k/E}=\frac{2(1+\nu)kd}{2(1-\nu^2)}=\frac{kd}{1-\nu}.
\]

## Correction from nonlinear elasticity

The flat term has its own expansion, in the strain. Suppose the stress under proportional loading is \(M\varepsilon(1-\beta\varepsilon)\), with modulus \(M\) and a dimensionless coefficient \(\beta\). Set \(s=\sigma/M\). Solving \(s=\varepsilon-\beta\varepsilon^2\) to second order gives \(\varepsilon=s+\beta s^2\). The work in one direction is

\[
M\left(\frac{\varepsilon^2}{2}-\frac{\beta\varepsilon^3}{3}\right)
=M\left(\frac{s^2}{2}+\beta s^3-\frac{\beta s^3}{3}\right)
=\frac{Ms^2}{2}\left(1+\frac43\beta s\right),
\]

up to terms of order \(s^4\). At fixed stress, a material that softens in tension \((\beta>0)\) stores more energy. The correction changes sign with the stress, so tension and compression are no longer equivalent. For equal biaxial stress both directions contribute alike, so the relative correction has the same form. Its size generally differs, because \(M\) is then \(E/(1-\nu)\) and \(\beta\) must be the coefficient for biaxial loading.

## A gadolinium film

Gadolinium shows how the estimate carries over to a real metal. The following are rough typical material values: \(\Omega=0.033\ \mathrm{nm^3}\), \(E=55\) GPa, \(\nu=0.26\), \(\gamma=1\ \mathrm{J/m^2}\). Take a 50 nm film under 0.5 GPa equal biaxial stress, annealed at 700 K. Then

\[
w_{\rm bi}=\frac{0.74\times0.5^2}{55}\ \mathrm{GPa}\approx0.0034\ \mathrm{GPa},
\qquad \Omega w_{\rm bi}\approx0.69\ \mathrm{meV}.
\]

This is about 1% of \(k_BT=60\) meV at the anneal. The assumption most open to doubt is that the film keeps its stress. The chosen 0.5 GPa is well above an assumed flow stress of 0.2 GPa; the real value depends on film thickness, grain size and temperature. If the film yields down to that value, the energy falls by the factor \((0.2/0.5)^2=0.16\), to 0.11 meV. Yield is not the only route. In a polycrystalline film the grain boundaries carry the in-plane stress as a normal load, so the linear term applies there: \(\sigma\Omega\approx103\) meV, about 150 times \(\Omega w_{\rm bi}\). At 700 K, diffusion between surface and boundaries can relax the stress. The figure of 0.69 meV therefore describes an unrelaxed film.

With the values assumed here, the following effects are smaller. At fixed stress they change the elastic energy as follows:

- Rough hexagonal stiffnesses \(C_{11},C_{12},C_{13},C_{33}=68,26,21,71\) GPa, with the film in the basal plane, lower it by 9%.
- An assumed 15% softening of the modulus at 700 K raises it by 18%. At fixed strain the same softening would lower it by 15%.
- An assumed \(\beta=5\) raises it by 4.9%. The first-order formula, with \(s=0.00673\), gives 4.5%.

If the surface energy changes with area strain at a rate equal to \(\gamma\) itself, \(\gamma\) shifts by about 1.3%.

The ripple threshold needs more care. It takes \(\gamma\) as independent of orientation. For a crystal surface the stiffness \(\gamma+\gamma''\) enters instead, and on a low-index facet the ripple model need not apply. The deep-solid formula gives \(\lambda_c\approx741\) nm, for which \(kd=0.42\). On a rigid substrate the thin-film formula predicts a drive of \(0.424/0.74=0.57\) times the deep-solid value; the finite-element result is 0.49. The gap is consistent with \(kd\) not being very small, since at \(kd=0.05\) the two agree within 3%. With about half the drive and an unchanged capillary term, this ripple decays in the model. For a rigid base the long-wave criterion points the same way: \(G\approx21.8\) GPa gives a limiting thickness \(\gamma G/\sigma^2\approx87\) nm, above the 50 nm of the film. The 741 nm wavelength is thus a reference for a deep, unrelaxed solid, not a prediction for this film. The stability found on a rigid base does not carry over to a real substrate, where sufficiently long waves remain unstable in this model. With the same film values, isotropic elasticity gives a threshold near 1.1 µm on a silicon-like substrate (\(E_s=160\) GPa, \(\nu_s=0.22\)) and near 2.3 µm on a sapphire-like one (\(E_s=400\) GPa, \(\nu_s=0.24\)). The 741 nm ripple still decays on both.

The numerical output below lists the values used here.

## Calculated quantities

```
ROUND MODEL PARAMETERS
Atomic volume: 0.020 nm^3
Stress: 1.00 GPa; Young modulus: 100.0 GPa
Poisson ratio: 0.25; surface energy: 1.00 J/m^2
Uniaxial strain: 1.00 %
Uniaxial energy density: 5.00 MPa (= MJ/m^3)
Uniaxial elastic term: 0.624 meV/atom
Same term: 1.000e-22 J/atom
Biaxial elastic term: 0.936 meV/atom
Stress times atomic volume: 124.8 meV
kT at 300 K: 25.85 meV
Uniaxial term / kT at 300 K: 0.0241
Ridge radius for equal capillary term: 200.0 nm
Critical wavelength, deep solid: 335.1 nm
NUMERICAL CHECKS
Surface-stress factor (theory 2): 1.9953
Wavy energy, computed / formula: 0.9973
Surface integral / shape derivative at ka=0.30: 1.0006
GADOLINIUM FILM, ROUGH TYPICAL VALUES
Atomic volume: 0.033 nm^3; stress: 0.50 GPa
Young modulus: 55.0 GPa; Poisson ratio: 0.26
Surface energy: 1.00 J/m^2
Thickness: 50.0 nm; anneal: 700 K
Biaxial strain: 0.673 %
Uniaxial elastic term: 0.468 meV/atom
Biaxial elastic term: 0.693 meV/atom
kT at anneal: 60.32 meV
Critical wavelength, deep solid: 741.3 nm
NEGLECTED EFFECTS FOR THE GADOLINIUM FILM
Rough C11, C12, C13, C33: 68, 26, 21, 71 GPa
Anisotropy, energy change: -8.9 %
Assumed modulus softening: 15 %
Softening, energy change: 17.6 %
Assumed nonlinear coefficient: 5.0 (no unit)
Nonlinearity, energy change: 4.9 %
Surface-energy change with strain: 1.35 %
Rough flow stress: 0.20 GPa
Energy fraction after plastic flow: 0.160
Elastic term after plastic flow: 0.111 meV/atom
Wave number times film thickness: 0.424 (no unit)
Elastic-drive fraction, rigid substrate: 0.494
```
